# Why mirror-symmetric Dirac bands forbid direct Auger recombination: test program

```python
"""Direct Auger recombination in mirror Dirac bands and in parabolic bands.

Result under test: with E(k) = sqrt(D0^2 + (v k)^2) for electrons and holes,
E(k1+k2+kh) is always below E(k1)+E(k2)+E(kh), so the event is forbidden.
Parabolic bands instead allow it above the hot-electron kinetic energy
Eg (1+2 mu)/(1+mu), mu = conduction mass / valence mass.
D0 = half gap (eV), v = hbar times velocity (eV angstrom), k in 1/angstrom.
Energies are measured from midgap; hole energies are counted positive.
Activation = total energy of the three initial carriers minus 3 D0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

rng = np.random.default_rng(7)
GAP = 0.28
D0 = GAP / 2
V_T, V_L = 3.6, 2.8
V_MEAN = (V_T**2 * V_L) ** (1 / 3)
TEMP = 300.0
KT = const.k * TEMP / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]
FREE = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2
FAR_B, FAR_D = 10.0, 2.0     # mirror and asymmetric far-band terms
HEAVY_MASS = 0.4             # heavy-hole mass in free-electron masses
PHONON = 0.017               # optical phonon energy, eV
MOBILITY = 1000.0            # cm^2/Vs
DENSITY = 1e17               # cm^-3

AXES = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
W_VALLEY = [V_T**2 * (np.eye(3) - np.outer(n, n)) + V_L**2 * np.outer(n, n)
            for n in AXES]
W_ISO = V_MEAN**2 * np.eye(3)


def dirac(w, b=0.0, d=0.0):
    """Carrier energy with squared-velocity matrix w and far-band terms."""
    def energy(k):
        k2 = k @ k
        return d * k2 + np.sqrt((D0 + b * k2) ** 2 + k @ w @ k)
    return energy


def parabolic(coefficient):
    return lambda k: D0 + coefficient * (k @ k)


def threshold(hot, parts, starts=20, scale=0.05):
    """Least total energy of three carriers that can make one hot carrier."""
    def total(x):
        k = x.reshape(3, 3) * scale
        return sum(band(q) for band, q in zip(parts, k)) / D0

    def mismatch(x):
        return hot(x.reshape(3, 3).sum(axis=0) * scale) / D0 - total(x)

    best, best_k = np.inf, None
    for _ in range(starts):
        u = rng.normal(size=3)
        u /= np.linalg.norm(u)
        x0 = np.outer(rng.uniform(0.5, 3.5, 3), u) + 0.1 * rng.normal(size=(3, 3))
        res = minimize(total, x0.ravel(), method="SLSQP",
                       constraints={"type": "eq", "fun": mismatch},
                       options={"maxiter": 200, "ftol": 1e-12})
        if np.isfinite(res.fun) and abs(mismatch(res.x)) < 1e-7 and res.fun < best:
            best, best_k = res.fun, res.x.reshape(3, 3) * scale
    assert best_k is not None
    return best * D0, best_k


def gradient(band, k, h=1e-5):
    return np.array([(band(k + h * e) - band(k - h * e)) / (2 * h)
                     for e in np.eye(3)])


def same_velocity(parts, k):
    vel = np.array([gradient(b, q) for b, q in zip(parts, k)])
    return np.abs(vel - vel.mean(axis=0)).max() < 0.01 * np.linalg.norm(vel[0])


# Band energies from diagonalizing the four-band matrix.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
for b, d in [(0, 0), (FAR_B, FAR_D)]:
    k = np.array([0.04, -0.07, 0.05])
    k2 = k @ k
    coupling = V_MEAN * np.einsum("i,ijk->jk", k, pauli)
    one = np.eye(2)
    ham = np.block([[(D0 + (b + d) * k2) * one, coupling],
                    [coupling, (-D0 - (b - d) * k2) * one]])
    levels = np.linalg.eigvalsh(ham)
    assert np.allclose(levels[2:], dirac(W_ISO, b, d)(k), atol=1e-12)
    assert np.allclose(-levels[:2], dirac(W_ISO, b, -d)(k), atol=1e-12)
iso = dirac(W_ISO)
step = np.array([1e-4, 0, 0])
curvature = (iso(step) + iso(-step) - 2 * iso(0 * step)) / 1e-8
assert abs(curvature / (V_MEAN**2 / D0) - 1) < 1e-4
edge_mass = 2 * FREE * D0 / V_MEAN**2

# Least mismatch at fixed total momentum: minimization against closed form.
def deficit(vk):
    return 8 * D0**2 / (np.sqrt(9 * D0**2 + vk**2) + np.sqrt(D0**2 + vk**2))

for w in (W_ISO, W_VALLEY[0]):
    band = dirac(w)
    for size in (0.0, 0.05, 0.2):
        total_k = size * np.array([0.6, 0.0, 0.8])
        def split_energy(x):
            a, b = x.reshape(2, 3) * 0.05
            return (band(a) + band(b) + band(total_k - a - b)) / D0
        res = minimize(split_energy, rng.normal(size=6), method="BFGS")
        found = res.fun * D0 - band(total_k)
        assert abs(found - deficit(np.sqrt(total_k @ w @ total_k))) < 1e-6

# Random triples in an ellipsoidal valley never conserve energy.
triples = rng.normal(size=(200000, 3, 3)) * 10 ** rng.uniform(-3, 0, (200000, 1, 1))
def many(k):
    return np.sqrt(D0**2 + np.einsum("...i,ij,...j->...", k, W_VALLEY[0], k))
assert np.all(many(triples).sum(axis=1) > many(triples.sum(axis=1)))

# Parabolic thresholds by constrained minimization.
def parabolic_threshold(mu):
    return GAP * (1 + 2 * mu) / (1 + mu)

c_band = V_MEAN**2 / (2 * D0)
for mu in (0.05, 1.0, 3.0):
    electron, hole = parabolic(c_band), parabolic(c_band * mu)
    parts = [electron, electron, hole]
    energy, k = threshold(electron, parts)
    assert abs(energy - D0 - parabolic_threshold(mu)) < 1e-5
    assert same_velocity(parts, k)

# Thermal phase-space weight: kT times probability density of energy matching.
def thermal_weight(mu, gap_over_t):
    y_th = gap_over_t * (1 + 2 * mu) / (1 + mu)
    integral = quad(lambda s: np.sqrt(y_th + s) * s**2 * np.exp(-s), 0, 60)[0]
    front = 4 * np.pi * np.sqrt(2) * (mu / (1 + 2 * mu)) ** 1.5 / (2 * np.pi) ** 1.5
    return (front * ((1 + mu) / (1 + 2 * mu)) ** 2 / 2 * integral
            * np.exp(-(y_th - gap_over_t)))

for mu in (0.3, 1.0):
    n_sample, g, width = 1500000, 4.0, 0.1
    e1, e2, h = (rng.normal(size=(n_sample, 3)) for _ in range(3))
    h /= np.sqrt(mu)
    x = (((e1 + e2 + h) ** 2).sum(1) - (e1**2).sum(1) - (e2**2).sum(1)
         - mu * (h**2).sum(1)) / 2 - g
    sampled = np.mean(np.abs(x) < width) / (2 * width)
    # Sampling noise is about one percent; four percent is a safe margin.
    assert abs(sampled / thermal_weight(mu, g) - 1) < 0.04

# A heavy parabolic hole band breaks the mirror symmetry.
heavy_energy, _ = threshold(iso, [iso, iso, parabolic(FREE / HEAVY_MASS)])
assert 3 * D0 < heavy_energy < 10 * D0

# Mirror far-band term: optimizer, root finding and closed form.
far = dirac(W_ISO, FAR_B)
far_energy, far_k = threshold(far, [far, far, far])
far_K = np.sqrt(3 * D0 / FAR_B)
far_formula = np.sqrt(16 * D0**2 + 3 * V_MEAN**2 * D0 / FAR_B)
x_dir = np.array([1.0, 0, 0])
root = brentq(lambda q: far(q * x_dir) - 3 * far(q * x_dir / 3), 0.01, 1.0)
assert abs(root - far_K) < 1e-8
assert abs(far_energy - far_formula) < 1e-5
far_e, far_h = dirac(W_ISO, FAR_B, FAR_D), dirac(W_ISO, FAR_B, -FAR_D)
asym_energy, _ = threshold(far_e, [far_e, far_e, far_h])
assert asym_energy < far_energy

# Intervalley thresholds, checked by a separate scan over the common velocity.
def velocity_scan(hot, valleys):
    inverse = [np.linalg.inv(W_VALLEY[j]) for j in valleys]
    centre, half, best = np.zeros(3), V_T, np.inf
    for _ in range(5):
        line = np.linspace(-half, half, 61)
        u = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
        u = u + centre
        s = [1 - np.einsum("ni,ij,nj->n", u, m, u) for m in inverse]
        keep = np.min(s, axis=0) > 1e-6
        u = u[keep]
        e = [D0 / np.sqrt(q[keep]) for q in s]
        total_k = sum(q[:, None] * (u @ m) for q, m in zip(e, inverse))
        hot_e = np.sqrt(D0**2 + np.einsum("ni,ij,nj->n", total_k, W_VALLEY[hot], total_k))
        total_e = np.where(hot_e >= sum(e), sum(e), np.inf)
        if total_e.size and total_e.min() < best:
            best, centre = total_e.min(), u[np.argmin(total_e)]
        half *= 0.12
    return best

valley = [dirac(w) for w in W_VALLEY]
inter = []
for group in ([0, 1, 1], [1, 2, 3]):
    parts = [valley[j] for j in group]
    energy, k = threshold(valley[0], parts, starts=30)
    assert same_velocity(parts, k)
    assert abs(velocity_scan(0, group) / energy - 1) < 0.01
    inter.append(energy)

# Intervalley events together with both far-band terms; last entry is the hole.
ve = [dirac(w, FAR_B, FAR_D) for w in W_VALLEY]
vh = [dirac(w, FAR_B, -FAR_D) for w in W_VALLEY]
combined = []
for a, b, c in ([0, 0, 0], [0, 1, 1], [1, 1, 0], [1, 2, 3]):
    energy, k = threshold(ve[0], [ve[a], ve[b], vh[c]])
    combined.append((energy, np.linalg.norm(k.sum(axis=0))))
comb_energy, comb_K = min(combined)

# Phonon momentum that lets three carriers at rest recombine.
phonon_k = brentq(lambda q: iso(q * x_dir) - (3 * D0 - PHONON), 0, 1)

# Lifetime broadening from the mobility; one-sided Lorentzian tail beyond Eg.
broadening = const.hbar / (edge_mass * const.m_e * MOBILITY * 1e-4)
tail = np.arctan(broadening / (2 * GAP)) / np.pi
tail_num = quad(lambda e: broadening / (2 * np.pi) / (e**2 + broadening**2 / 4),
                GAP, np.inf)[0]
assert abs(tail / tail_num - 1) < 1e-5

# Degeneracy of the carriers: four valleys, two spins.
def carrier_density(level, fermi=True):
    def integrand(q):
        z = (np.sqrt(D0**2 + (V_MEAN * q) ** 2) - level) / KT
        return q**2 / (np.exp(z) + (1 if fermi else 0))
    return 4 / np.pi**2 * quad(integrand, 0, 0.5, limit=200)[0] * 1e24

level = brentq(lambda m: np.log(carrier_density(m) / DENSITY), -D0, 3 * D0)
boltzmann_error = carrier_density(level, False) / DENSITY - 1


def report(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}")


def report_activation(label, energy):
    act = energy - 3 * D0
    print(f"{label}: activation {act:.4f} eV, exp(-act/kT) {np.exp(-act / KT):.2e}")


report("Gap", GAP, "eV", ".2f")
report("Half gap", D0, "eV", ".2f")
report("Transverse hbar v", V_T, "eV angstrom", ".1f")
report("Longitudinal hbar v", V_L, "eV angstrom", ".1f")
report("Mean hbar v", V_MEAN, "eV angstrom", ".3f")
report("Temperature", TEMP, "K", ".0f")
report("kT", KT, "eV", ".5f")
report("Mean Dirac edge mass", edge_mass, "free-electron masses")
for q in (0.0, 0.05, 0.1, 0.2):
    report(f"Least Dirac mismatch at K = {q:.2f} 1/angstrom", deficit(V_MEAN * q), "eV")
report("Dirac mismatch at K = 0", deficit(0) / HARTREE, "hartree", ".5f")
for mu in (0.05, 1.0):
    eth = parabolic_threshold(mu)
    report(f"Parabolic threshold, mu = {mu:.2f}", eth, "eV")
    report("  same threshold", eth / HARTREE, "hartree", ".5f")
    report_activation("  parabolic", eth + D0)
    report("  thermal phase-space weight", thermal_weight(mu, GAP / KT), "(no unit)", ".2e")
report("Heavy-hole mass", HEAVY_MASS, "free-electron masses", ".1f")
report("Dirac electron + heavy hole threshold", heavy_energy - D0, "eV kinetic")
report_activation("Dirac electron + heavy hole", heavy_energy)
report("Far-band mirror term B", FAR_B, "eV angstrom^2", ".1f")
report("Far-band asymmetry term", FAR_D, "eV angstrom^2", ".1f")
report("Threshold momentum with B only", far_K, "1/angstrom")
report("Threshold with B only", far_energy - D0, "eV kinetic")
report_activation("B only", far_energy)
report_activation("B and asymmetry", asym_energy)
report_activation("Intervalley, carriers in valleys A,B,B, hot in A", inter[0])
report_activation("Intervalley, carriers in valleys B,C,D, hot in A", inter[1])
report_activation("Lowest with valleys, B and asymmetry", comb_energy)
report("  its hot-carrier momentum", comb_K, "1/angstrom")
report("Phonon energy", PHONON, "eV", ".3f")
report("Phonon momentum for carriers at rest", phonon_k, "1/angstrom")
report("Mobility", MOBILITY, "cm^2/Vs", ".0f")
report("Lifetime broadening hbar/tau", broadening, "eV")
report("Lorentzian tail beyond the gap", tail, "(no unit)", ".2e")
report("Carrier density", DENSITY, "cm^-3", ".1e")
report("Fermi level relative to band edge", level - D0, "eV")
report("Boltzmann overestimate of density", 100 * boltzmann_error, "percent", ".2f")
print("checks complete")
```

Running it gives:

```
Gap: 0.28 eV
Half gap: 0.14 eV
Transverse hbar v: 3.6 eV angstrom
Longitudinal hbar v: 2.8 eV angstrom
Mean hbar v: 3.311 eV angstrom
Temperature: 300 K
kT: 0.02585 eV
Mean Dirac edge mass: 0.0973 free-electron masses
Least Dirac mismatch at K = 0.00 1/angstrom: 0.2800 eV
Least Dirac mismatch at K = 0.05 1/angstrom: 0.2346 eV
Least Dirac mismatch at K = 0.10 1/angstrom: 0.1753 eV
Least Dirac mismatch at K = 0.20 1/angstrom: 0.1073 eV
Dirac mismatch at K = 0: 0.01029 hartree
Parabolic threshold, mu = 0.05: 0.2933 eV
  same threshold: 0.01078 hartree
  parabolic: activation 0.0133 eV, exp(-act/kT) 5.97e-01
  thermal phase-space weight: 2.25e-02 (no unit)
Parabolic threshold, mu = 1.00: 0.4200 eV
  same threshold: 0.01543 hartree
  parabolic: activation 0.1400 eV, exp(-act/kT) 4.45e-03
  thermal phase-space weight: 1.88e-03 (no unit)
Heavy-hole mass: 0.4 free-electron masses
Dirac electron + heavy hole threshold: 0.4915 eV kinetic
Dirac electron + heavy hole: activation 0.2115 eV, exp(-act/kT) 2.80e-04
Far-band mirror term B: 10.0 eV angstrom^2
Far-band asymmetry term: 2.0 eV angstrom^2
Threshold momentum with B only: 0.2049 1/angstrom
Threshold with B only: 0.7397 eV kinetic
B only: activation 0.4597 eV, exp(-act/kT) 1.89e-08
B and asymmetry: activation 0.3482 eV, exp(-act/kT) 1.41e-06
Intervalley, carriers in valleys A,B,B, hot in A: activation 0.3157 eV, exp(-act/kT) 4.96e-06
Intervalley, carriers in valleys B,C,D, hot in A: activation 0.4002 eV, exp(-act/kT) 1.89e-07
Lowest with valleys, B and asymmetry: activation 0.2255 eV, exp(-act/kT) 1.63e-04
  its hot-carrier momentum: 0.1411 1/angstrom
Phonon energy: 0.017 eV
Phonon momentum for carriers at rest: 0.1141 1/angstrom
Mobility: 1000 cm^2/Vs
Lifetime broadening hbar/tau: 0.0119 eV
Lorentzian tail beyond the gap: 6.76e-03 (no unit)
Carrier density: 1.0e+17 cm^-3
Fermi level relative to band edge: -0.0963 eV
Boltzmann overestimate of density: 0.73 percent
checks complete
```
